# Frozen and relaxed electrons when a proton reaches a hydrogen atom

## Problem

A proton $b$ is held at distance $R$ from a hydrogen nucleus $a$, and one electron is present. Treat the nuclei as fixed point charges and the electron nonrelativistically. Measure the interaction energy from a hydrogen atom in its ground state and a proton far away.

(a) Keep the electron density frozen in the 1s form of the free atom. Find the interaction energy at every $R$, subtract the nuclear repulsion $1/R$, and take $R\to0$.

(b) Do the same limit for the true ground state of H$_2^+$.

(c) How much does electronic relaxation contribute at contact, and with what sign?

(d) Evaluate both models at $R=0.10$ Å.

The algebra is in atomic units: energies in hartree and lengths in bohr. "Contact" means the limit $R\to0$ after $1/R$ has been removed, since the full interaction diverges there.

## Hints

1. A spherical shell of charge acts on an outside point as if concentrated at its centre. At an inside point its potential is constant.
2. In (b) the Schrödinger equation need not be solved. Look for a lower and an upper bound on the energy that meet at $R\to0$.
3. For the lower bound, share the kinetic energy equally between the two nuclei. For the upper bound, put a suitable 1s orbital at the midpoint.

## Solution

### The attraction of a 1s charge

Take the orbital $\phi_\zeta=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Its mean inverse distance from a point at distance $d$ from its centre is called $J(\zeta,d)$. Shells with $r<d$ contribute $1/d$ and shells with $r>d$ contribute $1/r$, so

$$J=4\zeta^3\left[\frac1d\int_0^d r^2e^{-2\zeta r}dr+\int_d^\infty re^{-2\zeta r}dr\right].$$

Write $k=2\zeta$, so that $4\zeta^3=k^3/2$. Integration by parts gives

$$\int_0^d r^2e^{-kr}dr=\frac2{k^3}-e^{-kd}\left(\frac{d^2}{k}+\frac{2d}{k^2}+\frac2{k^3}\right),$$

$$\int_d^\infty re^{-kr}dr=e^{-kd}\left(\frac dk+\frac1{k^2}\right).$$

Therefore

$$J=\frac1d-e^{-kd}\left(\frac{k^2d}{2}+k+\frac1d\right)+e^{-kd}\left(\frac{k^2d}{2}+\frac k2\right).$$

The terms in $k^2d$ cancel, leaving

$$J(\zeta,d)=\frac1d-e^{-2\zeta d}\left(\zeta+\frac1d\right).$$

For small $d$, insert $e^{-2\zeta d}=1-2\zeta d+2\zeta^2d^2-\tfrac43\zeta^3d^3+\dots$. The terms in $1/d$ and in $d$ cancel, and

$$J(\zeta,d)=\zeta-\tfrac23\zeta^3d^2+O(d^3).$$

### (a) Frozen atom

The electron attracts the proton with energy $W(R)=-J(1,R)$, which is the frozen interaction without the nuclear repulsion:

$$W(R)=e^{-2R}\left(1+\frac1R\right)-\frac1R=-1+\tfrac23R^2+O(R^3).$$

The contact value is $-1$ hartree, or $-27.2$ eV. With the repulsion restored, the frozen interaction is

$$V_{\rm fr}(R)=e^{-2R}\left(1+\frac1R\right),$$

which is positive at every $R$. A frozen atom never binds the proton.

### (b) True ground state

The electronic Hamiltonian is $h=-\tfrac12\nabla^2-1/r_a-1/r_b$, with lowest energy $E(R)$. The free atom has energy $-\tfrac12$, so the exact interaction without $1/R$ is $X(R)=E(R)+\tfrac12$.

**Lower bound.** First consider one nucleus of charge $Z$. For any normalized $\psi$, which may be taken real,

$$0\le\int|\nabla\psi+Z\hat{\mathbf r}\psi|^2=\int|\nabla\psi|^2+Z\int\hat{\mathbf r}\cdot\nabla\psi^2+Z^2.$$

Since $\nabla\cdot\hat{\mathbf r}=2/r$, integrating the middle term by parts gives $-2Z\langle1/r\rangle$. Dividing by 2, with kinetic energy $T=\tfrac12\int|\nabla\psi|^2$,

$$T-Z\langle1/r\rangle\ge-\frac{Z^2}{2}.$$

Now split $h$ into two halves:

$$h=\frac12\left(-\frac{\nabla^2}{2}-\frac2{r_a}\right)+\frac12\left(-\frac{\nabla^2}{2}-\frac2{r_b}\right).$$

Each bracket is a one-electron problem with $Z=2$, whose expectation value is at least $-2$. Hence $E(R)\ge\tfrac12(-2)+\tfrac12(-2)=-2$ at every $R$.

**Upper bound.** Put $\phi_2$ at the midpoint, at distance $R/2$ from each nucleus. Since $|\nabla\phi_\zeta|^2=\zeta^2\phi_\zeta^2$, its kinetic energy is $\zeta^2/2=2$. The variational principle gives

$$E(R)\le2-2J(2,R/2)=2-\frac4R+2e^{-2R}\left(2+\frac2R\right)=2+4W(R).$$

As $R\to0$ the right side tends to $2-4=-2$. The bounds meet, so $E\to-2$ and

$$X(R)\to-2+\tfrac12=-\tfrac32\ \text{hartree}=-40.8\ \text{eV}.$$

At contact the electron sees a single charge of 2, as in He$^+$.

### (c) Relaxation

Define the relaxation energy as exact minus frozen, $D=X-W$. Its contact value is

$$D(0)=-\tfrac32-(-1)=-\tfrac12\ \text{hartree}=-13.6\ \text{eV}.$$

Relaxation thus lowers the energy by 0.5 hartree. The sign is negative or zero at every $R$, because the frozen orbital is itself a trial function for $h$, with energy $-\tfrac12+W$. Hence $E\le-\tfrac12+W$, which is $D\le0$.

The bounds on $E$ also confine $D$ at finite distance:

$$-\tfrac32-W\le D\le\tfrac52+3W.$$

By the expansion of $W$, these limits are $-\tfrac12-\tfrac23R^2$ and $-\tfrac12+2R^2$ to second order. At 0.05 Å the full expressions, without expansion, give $-13.75$ and $-13.16$ eV. Diagonalizing $h$ numerically gives $-13.22$ eV, inside the interval.

### (d) Numbers at finite distance

At 0.10 Å, $R=0.10/0.529=0.189$ bohr. Then $e^{-2R}=0.685$ and $1+1/R=6.29$, so $V_{\rm fr}=0.685\times6.29=4.31$ hartree, or 117.3 eV. The exact curve requires the numerical value $X=-39.0$ eV. Adding the nuclear repulsion of 144.0 eV gives 105.0 eV. Relaxation has lowered the repulsion by 12.4 eV, about 11% of the frozen value.

| $R$ (Å) | $W$ (eV) | $X$ (eV) | $D$ (eV) |
|---:|---:|---:|---:|
| 0.05 | −27.06 | −40.28 | −13.22 |
| 0.10 | −26.67 | −39.05 | −12.37 |
| 1.00 | −13.45 | −17.18 | −3.73 |
| 2.00 | −7.18 | −8.62 | −1.44 |

The last rows show why a small $D$ can still matter. At 1.00 Å the nuclear repulsion is 14.40 eV. The frozen interaction is $14.40-13.45=+0.95$ eV, while the exact one is $14.40-17.18=-2.78$ eV. Here relaxation turns a positive interaction energy into a negative one, so the pair is bound. The force at 1.00 Å is still slightly repulsive, because the minimum of the exact curve lies at 1.06 Å. At such distances $D$ includes sharing of the electron between the nuclei and polarization, so it should not be read as contraction alone.

As a separate test of the numerical ground state, a Gaussian basis (cc-pVQZ) was used at 1.058 Å. Its energy lies 0.003 eV above the value from the basis used for the table, which consists of functions of $(r_a+r_b)/R$ and $(r_a-r_b)/R$. A finite basis cannot fall below the true ground state, so an excess of this sign is expected from the less complete basis.

## Variation 1: contraction and a projectile of charge $Z$

**Where do the 13.6 eV come from?** At contact, an orbital $\phi_\zeta$ has kinetic energy $\zeta^2/2$ and potential energy $-2\zeta$, because $J(\zeta,0)=\zeta$. Its total energy is

$$\varepsilon(\zeta)=\frac{\zeta^2}{2}-2\zeta=-2+\frac{(\zeta-2)^2}{2}.$$

The frozen orbital has $\zeta=1$ and the relaxed one $\zeta=2$. Contraction raises the kinetic energy by $2-\tfrac12=\tfrac32$ hartree, or 40.8 eV. It lowers the potential energy by $4-2=2$ hartree, or 54.4 eV. The net change is $-13.6$ eV.

**What if the proton is replaced by a bare nucleus of charge $Z$?** The frozen contact energy, without the repulsion $Z/R$, is $-Z$. For the exact energy, write

$$h=\frac1{1+Z}\left(-\frac{\nabla^2}{2}-\frac{1+Z}{r_a}\right)+\frac Z{1+Z}\left(-\frac{\nabla^2}{2}-\frac{1+Z}{r_b}\right).$$

The weights add to 1, so $E\ge-(1+Z)^2/2$. A trial orbital with $\zeta=1+Z$ centred on $a$ has energy

$$\frac{(1+Z)^2}{2}-(1+Z)-Z\,J(1+Z,R)\to-\frac{(1+Z)^2}{2}.$$

The bounds meet again. The exact contact interaction is $-\tfrac12(1+Z)^2+\tfrac12=-Z-\tfrac12Z^2$, and relaxation contributes $-Z^2/2$. For the lowest state at contact, doubling the projectile charge doubles the frozen attraction but quadruples the relaxation. For $Z>1$ this state does not start as a hydrogen atom: far apart, its electron is on the projectile, where its energy $-Z^2/2$ is below $-\tfrac12$. The difference $-Z^2/2$ then compares the frozen atom with the lowest state at contact, and does not describe the curve followed by a hydrogen atom during a slow approach.

## Variation 2: does a real collision follow the ground-state curve?

**The incoming state.** Far apart, with the electron on $a$, the orbital is

$$1s_a=\frac1{\sqrt2}\left[\frac{1s_a+1s_b}{\sqrt2}+\frac{1s_a-1s_b}{\sqrt2}\right].$$

It is half even (gerade) and half odd (ungerade) under inversion through the midpoint. The electronic Hamiltonian keeps this symmetry as $R$ changes, so the two weights stay at one half. The ground-state curve describes the even half.

**The odd state at contact.** Let $\mathbf r$ be measured from the midpoint. A nucleus displaced by $\mathbf d$, with $d=R/2$, changes the inverse distance by

$$\left|\frac1{|\mathbf r-\mathbf d|}-\frac1r\right|\le\frac d{r\,|\mathbf r-\mathbf d|},$$

by the triangle inequality. Expanding $0\le\int|\nabla\psi+\hat{\mathbf r}\psi/(2r)|^2$ and integrating by parts gives $\langle1/r^2\rangle\le4\int|\nabla\psi|^2=8T$. The same bound holds about any other centre. By the Cauchy–Schwarz inequality, the mean of $1/(r|\mathbf r-\mathbf d|)$ is then at most $8T$. Both nuclei together shift the potential energy by at most $16dT=8RT$, so

$$(1-8R)T-\langle2/r\rangle\le\langle h\rangle\le(1+8R)T-\langle2/r\rangle.$$

The lowest odd level of He$^+$ is 2p, at $-2^2/(2\cdot2^2)=-\tfrac12$. Multiplying $T$ by $c$ divides Coulomb levels by $c$. For $R<1/8$ the odd energy therefore lies between $-\tfrac12/(1-8R)$ and $-\tfrac12/(1+8R)$, and it tends to $-\tfrac12$. Its contact interaction without $1/R$ is zero, compared with $-\tfrac32$ for the even state.

**A head-on example.** A proton of 250 eV strikes a free hydrogen atom at rest. The masses are nearly equal, so the reduced mass is half the proton mass and 125 eV is available for the approach. Setting the interaction equal to 125 eV gives these closest approaches:

- frozen density: 0.095 Å
- even ground state: 0.088 Å
- odd state: 0.115 Å

The even state comes about 8% closer than the frozen estimate, and the odd state stops about 21% farther out. The choice of electronic state matters more here than the error of freezing the density.

These turning points assume that the electron follows each curve. The initial proton speed is 0.100 of the atomic unit of speed, which characterizes the electron in hydrogen. For the even state, the gap to the next even $\sigma$ state at closest approach is 39.6 eV. Multiplying it by the time to cross 0.529 Å at the initial speed and dividing by $\hbar$ gives 14.5. This value, well above 1, suggests that such transitions are weak near closest approach. It says less about larger distances, where the gap is much smaller: it drops to about 8.9 eV near 5 Å, then rises towards the 1s–2s spacing of hydrogen, $\tfrac38$ hartree or 10.2 eV. It is an estimate, not a calculated probability, and it does not cover the odd state. At the odd turning point the lowest odd $\pi$ level lies only 0.13 eV higher. A strictly head-on path does not couple the two, but rotation of the axis in an off-axis collision does, so the odd value holds only for the head-on line. Finite nuclear mass and relativity change the even contact interaction, measured from the free atom, by $+0.007$ and $-0.003$ eV, which is negligible here.

**Relation to implantation.** A proton implanted at higher energy passes through energies of a few hundred eV as it slows down. A hydrogen atom in a solid, however, has other electrons and nuclei nearby, which breaks the one-electron assumption. One unit charge at 1 Å shifts the proton's energy by 14.4 eV, downward for an electron and upward for a nuclear charge. That is as large as the relaxation energy at contact, 13.6 eV. The shifts partly cancel, and their sum depends on the host, so the turning points above apply to the free atom and give only a scale for the solid. Further values are listed in the numerical output.

## Table of computed values

```
CONTACT LIMITS, 1/R removed (hartree; eV)
frozen: -1.000 hartree; -27.211 eV
exact: -1.500 hartree; -40.817 eV
relaxation: -0.500 hartree; -13.606 eV
kinetic change at contact: 40.817 eV
potential change at contact: -54.423 eV
numerical check distance: 0.00529 angstrom
numerical relaxation there: -13.600 eV
numerical ungerade X there: -0.000 eV
basis change at 0.1 angstrom: 7.5e-09 eV
Gaussian-basis excess, R=1.058 angstrom: 0.0031 eV
TABLE: R (angstrom); W, X, D (eV)
0.05; -27.064, -40.283, -13.219
0.10; -26.673, -39.046, -12.372
0.20; -25.410, -35.794, -10.383
0.50; -20.335, -26.632, -6.297
1.00; -13.449, -17.175, -3.725
2.00; -7.182, -8.623, -1.441
BOUNDS ON D: R (angstrom); lower, upper (eV)
0.01; -13.612, -13.587
0.05; -13.753, -13.163
FULL INTERACTION AT 0.10 angstrom, 1/R included (eV)
nuclear repulsion: 144.00 eV
frozen: 117.32 eV
exact gerade: 104.95 eV
exact ungerade: 143.93 eV
HEAD-ON COLLISION
laboratory energy: 250 eV
centre-of-mass energy: 125 eV
closest approach, frozen: 0.0949 angstrom
closest approach, gerade: 0.0876 angstrom
closest approach, ungerade: 0.1151 angstrom
NEGLECTED EFFECTS
gerade-ungerade gap at 8 angstrom: 0.00017 eV
proton speed / H electron speed: 0.100
gap to next gerade sigma state: 39.57 eV
passage length for estimate: 0.529 angstrom
gap times passage time / hbar: 14.5
finite-mass shift at contact: 0.0074 eV
relativistic shift at contact: -0.0027 eV
```
